Donor freeze-out with compensation and the slope of Hall density

## Part 1. Carrier density from charge neutrality

A doped semiconductor film is cooled while its Hall coefficient is measured. Electrons return from the conduction band to the donors, and the Hall density falls by many decades. On a plot of its logarithm against inverse temperature the data can look straight over a limited range, and the slope can then be read as an energy. For one and the same donor this energy can be close to half the ionisation energy in one temperature range and close to the full ionisation energy in a colder one. An analysis that assigns the wrong range is wrong by a factor of two. The carrier density and its local slope follow from charge neutrality.

**Model and conventions**

The film is n-type and uniform. It holds N_D donors and N_A acceptors per unit volume, with 0 ≤ N_A < N_D. Each acceptor has taken an electron from a donor and is negatively charged. This partial cancellation of donors by acceptors is called compensation. Holes are neglected. The donor levels are sharp and lie an energy E_D below the conduction-band edge. Energies, including the Fermi level μ, are measured from that edge, so a bound electron has energy −E_D. T is the temperature, k is Boltzmann's constant, and β = 1/(kT).

The conduction band has six ellipsoidal valleys, as in silicon, with one longitudinal mass m_l and two transverse masses m_t. With the wave vector q measured from the centre of a valley,

ε = (ħ²/2)(q₁²/m_l + q₂²/m_t + q₃²/m_t).

The electron gas is dilute, so the mean occupation of a band state is exp[(μ−ε)/kT]. Two spins and six valleys give

n = 12 ∫ d³q/(2π)³ exp[(μ−ε)/kT].

The integral is a product of three Gaussian integrals, one for each axis. For an axis with mass m,

∫ dq/(2π) exp[−ħ²q²/(2mkT)] = (1/2π) √(2πmkT)/ħ = √(2πmkT)/h,

because 2πħ = h. Multiplying the three factors gives

n = N_c exp(μ/kT),
N_c = 12 (2πkT/h²)^(3/2) (m_l m_t²)^(1/2).

The effective band density N_c therefore grows as T^(3/2). This power law will appear in the measured slope.

**Occupation of a donor**

A donor can be empty, or it can hold one electron of either spin. A second electron is excluded here because of its repulsion from the first. The statistical weight of a state with N electrons and energy E is exp[(μN−E)/kT]. The empty state has weight 1, and each singly occupied state has weight exp[(μ+E_D)/kT]. With g singly occupied states of equal energy, the density of empty, positively charged donors is

N_D⁺ = N_D / {1 + g exp[(μ+E_D)/kT]}.

The value used below is g = 2, from spin. Higher bound levels are treated in Part 2.

**The neutrality equation**

The positive charge on the donors balances the free electrons and the charged acceptors:

n + N_A = N_D⁺.

The Fermi level can be eliminated with exp(μ/kT) = n/N_c. Define

φ = (N_c/g) exp(−E_D/kT).

Then g exp[(μ+E_D)/kT] = g(n/N_c) exp(E_D/kT) = n/φ, and neutrality becomes

n + N_A = N_D/(1 + n/φ) = N_D φ/(φ + n).

Multiplying by φ + n gives

n(n + N_A) + φn + φN_A = φN_D.

Moving the last two terms on the left to the right, and writing M = N_D − N_A for the net donor density, gives

n(n + N_A) = φ(M − n),

n(n + N_A)/(M − n) = φ.

This is a law of mass action. The free electrons n meet n + N_A empty donors, while M − n donors remain occupied. Acceptors provide empty donors even when there are hardly any free electrons.

As a quadratic equation the law reads

n² + (N_A + φ)n − φM = 0.

The product of its roots is −φM, which is negative, so there is one positive root:

n = {−(N_A + φ) + √[(N_A + φ)² + 4φM]}/2.

At low temperature, if N_A > 0, this form subtracts two nearly equal numbers and loses digits. Multiplying numerator and denominator by the sum of the root and N_A + φ removes the subtraction. The numerator becomes the difference of two squares, 4φM, and

n = 2φM / {N_A + φ + √[(N_A + φ)² + 4φM]}.

This is the form to implement.

**Three limiting laws**

At high temperature φ ≫ N_D. Since n < M and n + N_A < N_D, the mass-action law gives

M − n = n(n + N_A)/φ < M N_D/φ.

The fraction of net donors still occupied is then below N_D/φ, and n approaches M. This is saturation.

In an intermediate range the free electrons can outnumber the acceptors while most donors are still occupied: N_A ≪ n ≪ N_D. Then n + N_A ≈ n and M − n ≈ N_D, so

n² ≈ φN_D,
n ≈ √(φN_D) ∝ T^(3/4) exp[−E_D/(2kT)].

The square root arises because each ionised donor creates both a free electron and an empty site that can recapture one. The range exists if N_A ≪ N_D.

If N_A > 0, n falls far below both N_A and M at lower temperature. The number of empty donors is then fixed by the acceptors, n + N_A ≈ N_A, and

n ≈ φM/N_A ∝ T^(3/2) exp[−E_D/(kT)].

Recapture now involves a fixed number of empty sites, and the square root is gone. This is the origin of the full energy.

**The local slope at any temperature**

The logarithm of the mass-action law is

ln n + ln(n + N_A) − ln(M − n) = ln φ.

Differentiate with respect to ln n, using d/d ln n = n d/dn:

d ln φ/d ln n = 1 + n/(n + N_A) + n/(M − n).

The last sign is positive because the derivative of −ln(M − n) is +1/(M − n). The reciprocal is the local power with which n follows φ:

p = d ln n/d ln φ = 1/[1 + n/(n + N_A) + n/(M − n)].

The temperature dependence of φ is

ln φ = constant + (3/2) ln T − βE_D.

Since ln T = −ln β − ln k, d ln T/dβ = −1/β = −kT. Therefore

−d ln φ/dβ = E_D + (3/2)kT,

−d ln n/dβ = p[E_D + (3/2)kT].

If n is first divided by T^a, the slope becomes

−d ln(n/T^a)/dβ = p[E_D + (3/2)kT] − akT.

For p = 1/2 the choice a = 3/4 leaves E_D/2. For p = 1 the choice a = 3/2 leaves E_D. Without these divisions the two slopes are E_D/2 + (3/4)kT and E_D + (3/2)kT.

The change of slope has a definite direction. Because p is positive, n rises with φ, and φ rises with T. For N_A > 0, the term n/(n + N_A) = 1 − N_A/(n + N_A) increases with n, and so does n/(M − n). The denominator of p therefore decreases on cooling, and p rises steadily from 0 in saturation towards 1 in the cold limit.

For N_A = 0 the first of these terms equals 1 at every density. Then p rises towards 1/2 and stops there. The full slope thus requires some compensation, and a broad half-slope range requires that there be little of it.

**The half point and the flatness of the plateau**

For N_A > 0 the power p passes through 1/2 once. There the two density terms in its denominator sum to 1:

n/(M − n) = 1 − n/(n + N_A) = N_A/(n + N_A).

Cross-multiplication gives n² + nN_A = N_A M − nN_A, or

n² + 2N_A n − N_A M = 0.

Its positive root, using N_A² + N_A M = N_A N_D, is

n_* = √(N_A N_D) − N_A.

To find φ at this point, set κ = √(N_A/N_D). Then

n_* = N_D κ(1 − κ),
n_* + N_A = N_D κ,
M − n_* = N_D(1 − κ² − κ + κ²) = N_D(1 − κ).

Inserting these in the mass-action law gives

φ_* = N_D κ(1 − κ)κ/(1 − κ) = N_D κ² = N_A.

The temperature at which p = 1/2 is therefore found by solving φ(T) = N_A.

The plateau is tilted, since p varies continuously. Let D = 1/p. Then

dD/d ln n = nN_A/(n + N_A)² + nM/(M − n)².

At the half point the first term is κ(1 − κ)κ²/κ² = κ(1 − κ). With M = N_D(1 − κ²), the second is κ(1 − κ)(1 − κ²)/(1 − κ)² = κ(1 + κ). Their sum is 2κ. Since dp/d ln n = −p² dD/d ln n = −κ/2, and d ln n/d ln φ = 1/2,

dp/d ln φ = −κ/4 = −(1/4)√(N_A/N_D).

Weak compensation makes the tilt small.

**The crossover to the full slope**

The extrapolated half and full laws meet where √(φM) = φM/N_A, if M is kept in place of N_D in the half law. This gives φ = N_A²/M, and both laws then have the value N_A. The crossover is thus near n = N_A. When the actual density equals N_A, which is possible for N_A < N_D/2,

p = 1/[3/2 + N_A/(N_D − 2N_A)].

For weak compensation this is close to 2/3.

**What the Fermi level does**

In the half regime, n = N_c exp(μ/kT) and n² = φN_D give

μ = −E_D/2 + (kT/2) ln[N_D/(gN_c)].

In the full regime the ratio of occupied to empty donors is M/N_A. This ratio also equals g exp[(μ+E_D)/kT], so

μ = −E_D + kT ln[M/(gN_A)].

The slope is not set by the value of μ at the measuring temperature. From ln n = ln N_c + βμ,

−d ln n/dβ = (3/2)kT − d(βμ)/dβ,
d(βμ)/dβ = μ + β dμ/dβ = μ − T dμ/dT.

The last expression is the value at T = 0 of the tangent to the curve μ(T). Apart from a term of order kT, that intercept is −E_D/2 in the half regime and −E_D in the full regime. The Fermi level itself can have the same value in both.

## Part 2. From carrier density to Hall data

Part 1 used n for the free-electron density, N_D and N_A for the donor and acceptor densities, M = N_D − N_A, and β = 1/(kT). The donor ionisation energy is E_D, and φ = (N_c/g) exp(−E_D/kT) with N_c ∝ T^(3/2) and g = 2. Its main results are

n(n + N_A)/(M − n) = φ,

−d ln n/dβ = p[E_D + (3/2)kT],

p = 1/[1 + n/(n + N_A) + n/(M − n)].

The half point p = 1/2 lies at φ = N_A, and the crossover to the full slope is near n = N_A.

**What a weak-field Hall measurement returns**

Let electrons of charge −e scatter with a relaxation time τ(ε) that depends on energy alone. In one valley let P = ħq, let m be the diagonal mass matrix, and let v = m⁻¹P be the velocity. Write the distribution as f₀ + f₁, with f₀ the equilibrium part. In fields F and B, to first order in F, the steady Boltzmann equation is

−eF·v f₀′ − e(v×B)·∂f₁/∂P = −f₁/τ,

where f₀′ = df₀/dε. Try f₁ = −f₀′ P·u(ε). Differentiating any function of ε with respect to P gives a vector along v, which is perpendicular to v×B. The magnetic term therefore acts on the explicit factor P alone. After division by f₀′,

−eF·v + e(v×B)·u = P·u/τ.

Use (v×B)·u = v·(B×u) and P·u = v·(mu). Since the equation holds for every v,

mu/τ = −e(F + u×B).

On a surface of constant energy the average of v_i P_j is (2ε/3) when i = j and zero otherwise. This follows by scaling each component of P by the square root of its mass, which makes the surface a sphere. The current is then −en⟨u⟩. With x = ε/kT, the density of states supplies x^(1/2) and the average of v_i P_j supplies another x, so

⟨u⟩ = ∫ u x^(3/2) e^(−x) dx / ∫ x^(3/2) e^(−x) dx.

The factor 2/3 is absorbed by the normalisation, because ∫x^(3/2)e^(−x)dx is 3/2 times ∫x^(1/2)e^(−x)dx.

Put B along z. To first order in B the drift equation gives

u_x = −(eτ/m_x)F_x + [e²τ²B/(m_x m_y)]F_y.

Average over the three valley orientations, taken as equally populated. The conductivities are

σ_xx = ne²⟨τ⟩A₁, A₁ = (1/3)(1/m_l + 2/m_t),

σ_xy = −ne³B⟨τ²⟩A₂, A₂ = (1/3)[2/(m_l m_t) + 1/m_t²],

with σ_yx = −σ_xy. With no transverse current, F_y = (σ_xy/σ_xx)F_x, while j_x = σ_xx F_x to this order. Hence

R_H = F_y/(j_x B) = σ_xy/(σ_xx² B) = −r_H/(ne),

r_H = [⟨τ²⟩/⟨τ⟩²](A₂/A₁²).

Let K = m_l/m_t. Multiplying the numerator and denominator of A₂/A₁² by m_l² gives

A₂/A₁² = 3K(K + 2)/(2K + 1)².

For τ ∝ ε^s, the average of x^s is Γ(s + 5/2)/Γ(5/2), so

r_H = [3K(K + 2)/(2K + 1)²] Γ(2s + 5/2)Γ(5/2)/Γ(s + 5/2)².

Any temperature-dependent prefactor of τ cancels. The Hall density is n_H = 1/(e|R_H|) = n/r_H, and

−d ln n_H/dβ = −d ln n/dβ + d ln r_H/dβ.

A constant Hall factor leaves the slope unchanged. A change of scattering mechanism does not.

**A silicon film**

Take a phosphorus-doped silicon film with the rough material values E_D = 45 meV, m_l = 0.92 and m_t = 0.19 electron masses, and relative permittivity 11.7. Choose N_D = 10¹⁶ cm⁻³, N_A = 10¹² cm⁻³ and a thickness of 10 µm.

At 40 K, kT = 3.447 meV and N_c = 1.336×10¹⁸ cm⁻³. Then

φ = 6.68×10¹⁷ exp(−45/3.447) = 1.43×10¹² cm⁻³.

In the stable root, 2φM = 2.86×10²⁸ cm⁻⁶, N_A + φ = 2.43×10¹² cm⁻³, and the square root is 2.39×10¹⁴ cm⁻³. Thus

n = 2.86×10²⁸/(2.415×10¹⁴) = 1.18×10¹⁴ cm⁻³.

The two density terms in the denominator of p are 0.992 and 0.012, so p = 1/2.004 = 0.499. The slope of ln n is 0.499 × (45 + 5.17) = 25.0 meV.

The same calculation at other temperatures gives:

- 18 K: n = 5.07×10⁸ cm⁻³, p = 0.999, slope 47.3 meV
- 21 K: n = 3.88×10¹⁰ cm⁻³, p = 0.964, slope 46.0 meV
- 25 K: n = 1.25×10¹² cm⁻³, p = 0.643, slope 31.0 meV
- 30 K: n = 1.04×10¹³ cm⁻³, p = 0.523, slope 25.5 meV
- 50 K: n = 5.08×10¹⁴ cm⁻³, p = 0.487, slope 25.1 meV
- 100 K: n = 6.78×10¹⁵ cm⁻³, p = 0.244, slope 14.1 meV

Solving φ(T) = N_A numerically places the half point at 39.0 K, where n = 9.9×10¹³ cm⁻³. The density equals N_A at 24.6 K.

Between 30 and 50 K the raw slope stays near 25 meV, not 22.5 meV. The fall of p is nearly offset by the growth of (3/2)kT. A straight raw plot is therefore no evidence that the thermal prefactor can be ignored.

The Fermi level illustrates the tangent argument of Part 1. From μ = kT ln(n/N_c), it is −31.9 meV at the half point, −28.4 meV at 25 K and −31.8 meV at 18 K. It rises and then falls on cooling. Its nearly equal values at 39 K and 18 K accompany slopes that differ by almost a factor of two.

**Fitting the two ranges**

For straight-line fits, densities were computed at eleven temperatures equally spaced in 1/T. Neutrality was solved numerically with the Fermi–Dirac band integral, and a least-squares line was fitted against β.

From 30 to 50 K, ln(n/T^(3/4)) gives 22.6 meV, and raw ln n gives 25.1 meV. Doubling the raw value gives 50.1 meV, which is 11% above the E_D put into the model. From 18 to 21 K, ln(n/T^(3/2)) gives 44.7 meV, and raw ln n gives 47.2 meV. If the acceptors are removed and N_D is held fixed, the colder range gives 22.5 meV after division by T^(3/4). The doubling of the slope is thus due to compensation.

The width of the plateau can be estimated for N_A ≪ N_D. At its cold edge, taken as p = 0.55, n/(n + N_A) ≈ 1/0.55 − 1 = 0.818, so n ≈ 4.5N_A. At its warm edge, p = 0.45, n/(M − n) ≈ 1/0.45 − 2 = 0.222, so n ≈ 0.18N_D. The plateau then spans a density ratio of about 0.04N_D/N_A. Solving for the two edges without this approximation gives 2.61 decades for N_A/N_D = 10⁻⁴, 0.77 for 10⁻² and 0.27 for 10⁻¹. In the last case the curve merely passes through the half slope.

A fit of the full neutrality equation avoids choosing a range. If N_A and M are known, the quantity

Y = ln[n(n + N_A)/((M − n)T^(3/2))]

is a straight line against β with slope −E_D in all three regimes. Near saturation M − n is a small difference, so it is safer to fit ln n with the stable root.

The scale error from an unknown but constant r_H is easily traced. Putting n = r_H n_H into the mass-action law gives

n_H(n_H + N_A/r_H)/(M/r_H − n_H) = φ/r_H.

If the constant prefactor of φ is also a fit parameter, it absorbs the factor 1/r_H. The fitted energy is then unchanged, while the densities N_A and M are returned divided by r_H. If the prefactor is instead held at its theoretical value, the fitted energy shifts as well. Data from the half-slope range alone constrain N_A poorly, because N_A has dropped out of the leading law there.

**Changes of the Hall factor**

For acoustic phonons the scattering rate follows the density of final states, so s = −1/2. For ionised impurities the Coulomb cross-section varies as ε⁻² and the speed as ε^(1/2), so s = 3/2 if the slowly varying logarithm is ignored. With K = 0.92/0.19 the two Hall factors are 1.026 and 1.683. An energy-independent τ gives 0.871.

Suppose r_H changes from one of the first two values to the other across a fitting range. The end-to-end slope error is ln(1.683/1.026) divided by the change in β. It is 3.2 meV for 30–50 K and 5.4 meV for 18–21 K. The apparent energy is too high if r_H rises on cooling and too low if it falls. Such a complete change within 3 K would be extreme, but the estimate shows that a given total change of r_H causes a larger slope error when it occurs over a narrower range of β.

These values set a scale and are not bounds. A least-squares slope shifts more if the change is abrupt and lies near the middle of the range. When both mechanisms act together, r_H can fall to about 0.90, below either limit. Most donors in this film are neutral in both fitting ranges, so pure ionised-impurity scattering is a limiting case here.

**Corrections to the donor model**

Phosphorus in silicon has bound levels about 12 and 13 meV above the ground level, with degeneracies 6 and 4 including spin. They replace g by

g(T) = 2 + 6 exp(−12 meV/kT) + 4 exp(−13 meV/kT).

Since φ varies as 1/g, the slope of ln φ falls by the mean excitation energy of an occupied donor. At 40 K this is 1.5 meV, and the slope of ln n falls by about half as much. Refitting gives 22.0 meV in the warmer range and 44.6 meV in the colder one.

A second electron bound by roughly 2 meV adds a donor state of weight exp[(2μ + E_D + 2 meV)/kT] and negative charge. Including it moves either fitted energy by about 0.02 meV or less.

Free charges also screen the donor ion and the released electron. In the Debye–Hückel approximation, with permittivity ε_s, the potential of a charge e surrounded by its cloud is e exp(−r/λ)/(4πε_s r). Subtracting the bare potential and letting r → 0 leaves −e/(4πε_s λ). Building up the charge gives half of e times this potential. The ion and the electron together lower the ionisation energy by

Δ = e²/(4πε_s λ),
λ² = ε_s kT/(e²n_s),
n_s = n + N_D⁺(1 − N_D⁺/N_D).

The second term in n_s is the response of the donor occupation to a small potential. At the half point, with the unscreened density, λ = 105 nm and Δ = 1.2 meV. Solved together with neutrality, as in the fits below, Δ is 0.5, 1.4 and 2.7 meV at 30, 40 and 50 K, about 0.6 kT at the warm end. A sphere of radius λ holds about 0.5 electrons on average, so the smooth cloud assumed here is doubtful and Δ is an estimate of scale.

With this estimate the fits give 24.0 and 44.5 meV. The warmer slope rises although the ionisation energy falls, because Δ grows with temperature as more carriers are released. With excited levels, double occupation and screening together, the fits give 23.3 and 44.4 meV. The near doubling survives.

**Measurement limits**

Band degeneracy is slight: n/N_c is 8×10⁻⁵ at the half point. Hopping between donors can be estimated from a bound-state radius a = ħ/√(2m_c E_D) = 1.8 nm, where 1/m_c = A₁, and a hop R = [3/(4πN_D)]^(1/3) = 29 nm. Assume a rate 10¹² s⁻¹ × exp(−2R/a), a hopping mobility eR²/(6kT) times this rate, and N_A empty sites. For a band mobility of 2×10⁴ cm²/Vs, the hopping conductivity at 18 K is about 10⁻¹² of the band conductivity. This figure is exponentially sensitive to the radius: using the light mass m_t gives a = 2.1 nm and a ratio of about 10⁻¹⁰. The same recipe applied to the weakly bound second electrons, with a radius of 9 to 10 nm and a density of about 4.5% of n, gives a few times 10⁻⁶. The rate is rough, but even this smaller margin is large. It shrinks rapidly at higher N_D, because R enters an exponential.

The electric field must not release carriers. In a field F, the potential energy −e²/(4πε_s r) − eFr has its maximum at r₀ = √[e/(4πε_s F)], where it equals −2eFr₀. At 0.1 V/cm this lowers the barrier by 0.07 meV. Here r₀ = 3.5 µm exceeds the screening length λ, so the bare Coulomb form overstates the effect; a potential screened with λ = 1 µm gives 0.03 meV. With a rough energy relaxation time of 1 ns, the energy gained from the field, e × mobility × F² × 1 ns, is 2×10⁻⁴ meV. Both are small beside kT = 1.55 meV at 18 K. At 0.05 T, mobility times B is 0.10, so corrections to the weak-field result are of order 0.10² times a factor set by the scattering law. Keeping the full field dependence in the drift equation lowers |R_H| by about 0.1% for s = 0, 1.4% for s = −1/2 and 5.6% for s = 3/2.

Surface charge can deplete part of the film. Integrating Poisson's equation across a fully ionised layer of width w gives a potential drop eN_D w²/(2ε_s). A drop of 0.5 V corresponds to w = 0.25 µm, or 2.5% of the thickness. Electrons are also missing beyond this layer, over a distance set by the screening length λ, which grows to about 1 µm at 18 K. Solving Poisson's equation numerically with the donor occupation included gives a total loss of electrons equivalent to 0.4 µm of film at 39 K and 1.9 µm, or 19% of the thickness, at 18 K. For a fixed drop of 0.5 V at one surface, the variation of this loss with temperature moves the slope by about 0.3 meV in the warmer range and 0.1 meV in the colder one. The inferred density is affected much more than the slope.

The severest practical limit may be resistance. At 18 K the sheet resistance, 1/(en × mobility × thickness), is 6×10⁸ ohm per square. At 0.1 V/cm the current is 1.6×10⁻¹⁰ A per centimetre of width, so leakage and contact resistance need attention.

**Relation to real films**

The donor energy and masses are representative of phosphorus in silicon, but the compensation ratio of 10⁻⁴ is low and demands very pure material. With N_D held at 10¹⁶ cm⁻³, residual acceptors of 10¹⁴ cm⁻³ would shorten the half-slope plateau from 2.6 to 0.8 decades of density. The constant mobility is also a simplification, used here for sizing the measurement. Equal valley populations require that any strain from a substrate split the valleys by much less than kT. The slope analysis also assumes a constant r_H: a change between the values 1.026 and 1.683, with ln r_H linear in β across the warmer range, would move its energy by about 3 meV, or 14% of 22.5 meV. At much higher doping, where donor wave functions overlap, isolated levels with a fixed E_D no longer describe the film, and neither slope should be read as the energy of a single donor.
